# Nonadditive Core-Valence Slater Exchange in Sodium, Silicon and Iron

## Problem

An atom has a core density \(n_c\) and a valence density \(n_v\). In atomic units its Slater exchange energy is

\[
E_x[n]=-C\int n^{4/3}\,d^3r,\qquad C=\frac34\left(\frac3\pi\right)^{1/3}.
\]

The electrons are spin-unpolarised and the coefficient is the Dirac one, \(\alpha=2/3\). Because the power \(4/3\) is not linear, the energy of the sum is not the sum of the energies. The difference is the nonadditive core-valence exchange energy

\[
\Delta E=E_x[n_c+n_v]-E_x[n_c]-E_x[n_v].
\]

In linear unscreening, an ionic pseudopotential is obtained by subtracting from the total potential of a reference atom the Hartree and exchange potentials of its valence density alone. What remains in the ionic potential from exchange is

\[
W=v_x[n_c+n_v]-v_x[n_v],\qquad v_x[n]=\frac{\delta E_x}{\delta n}=-\frac43Cn^{1/3}=-\left(\frac{3n}{\pi}\right)^{1/3}.
\]

With \(W\) fixed, its energy is linear in the valence density. At the reference density it is

\[
L=\int n_v\,W\,d^3r .
\]

Another linear term comes from expanding \(E_x[n_c+n_v]\) about the bare core:

\[
L_0=\int n_v\,v_x[n_c]\,d^3r .
\]

The questions are these.

1. How large is \(\Delta E\) in free Na, Si and Fe?
2. What fraction \(F=L/\Delta E\) does linear unscreening capture, and between which limits must it lie?
3. Can \(L_0\) take the place of \(L\)?
4. What error does linear unscreening make when the valence electron of sodium is removed?

The atoms are described by nonrelativistic, exchange-only Kohn–Sham theory, with spherically averaged occupations. The valence shells are \(3s^1\), \(3s^23p^2\) and \(3d^64s^2\). Iron is also treated with \(3s\) and \(3p\) counted as valence. The densities are all-electron densities, not smoothed ones. Correlation, spin polarisation and relativity are left out, so the results are values of this model, not measured energies.

## First estimate by scaling

Multiply the valence density by a number \(\lambda\), keeping its shape and the core fixed. The chain rule gives

\[
\frac{d}{d\lambda}\Delta E[n_c,\lambda n_v]
=\int n_v\left(v_x[n_c+\lambda n_v]-v_x[\lambda n_v]\right)d^3r .
\]

The term \(E_x[n_c]\) does not depend on \(\lambda\) and drops out. At \(\lambda=1\) the right-hand side is \(L\). Therefore

\[
F=\frac{L}{\Delta E}=\left.\frac{d\ln|\Delta E|}{d\ln\lambda}\right|_{\lambda=1}.
\]

If \(\Delta E\) varied as \(\lambda^p\), the captured fraction would be \(p\). Two limits follow from the leading terms of the energy density:

- Where \(n_c\gg n_v\), it is \(-\frac43Cn_c^{1/3}n_v\), so \(p=1\).
- Where \(n_v\gg n_c\), the roles are exchanged and it is \(-\frac43Cn_v^{1/3}n_c\), so \(p=1/3\).

The crudest model between these limits sets \(n_c=n_v\) everywhere. Then

\[
\Delta E=-C\left(2^{4/3}-2\right)\int n_v^{4/3}\,d^3r
=2\left(2^{1/3}-1\right)E_x[n_v]\approx0.520\,E_x[n_v],
\]

\[
L=-\frac43C\left(2^{1/3}-1\right)\int n_v^{4/3}\,d^3r
=\frac43\left(2^{1/3}-1\right)E_x[n_v].
\]

Their ratio is \(F=(4/3)/2=2/3\). The computed valence exchange energies are \(-1.992\), \(-21.850\) and \(-95.283\) eV for Na, Si and Fe. Multiplied by 0.520, they give the estimates

\[
\Delta E\approx-1.04,\quad-11.4,\quad-49.5\ \text{eV},
\]

with two thirds captured in each case.

## Exact solution

### The local fraction

At a point where \(n_v>0\), let \(x=n_c/n_v\). Taking \(n_v^{4/3}\) out of each term gives

\[
\Delta E=-C\int n_v^{4/3}f(x)\,d^3r,\qquad f(x)=(1+x)^{4/3}-1-x^{4/3},
\]

\[
L=-C\int n_v^{4/3}g(x)\,d^3r,\qquad g(x)=\frac43\left[(1+x)^{1/3}-1\right].
\]

Points where \(n_v=0\) contribute to neither integral. The local captured fraction is \(\rho(x)=g(x)/f(x)\). Both functions vanish at \(x=0\), so their derivatives control the ratio:

\[
f'(x)=\frac43\left[(1+x)^{1/3}-x^{1/3}\right]>0,\qquad
g'(x)=\frac49(1+x)^{-2/3}.
\]

Put \(y=x/(1+x)\), so that \(1+x=1/(1-y)\). Multiplying the numerator and denominator of \(g'/f'\) by \((1+x)^{2/3}\) gives

\[
h\equiv\frac{g'}{f'}
=\frac{1/3}{(1+x)\left(1-y^{1/3}\right)}
=\frac13\,\frac{1-y}{1-y^{1/3}}
=\frac13\left(1+y^{1/3}+y^{2/3}\right).
\]

The last step factors a difference of cubes. As \(x\) runs from zero to infinity, \(y\) runs from 0 to 1 and \(h\) rises from \(1/3\) to 1. Since \(g'=hf'\),

\[
\rho(x)=\frac{\int_0^x h(t)f'(t)\,dt}{\int_0^x f'(t)\,dt}.
\]

This is an average of \(h\) over the interval from 0 to \(x\), with positive weight. It exceeds the smallest value, \(1/3\), and is less than the largest, \(h(x)<1\). Its derivative is

\[
\rho'=\frac{g'f-gf'}{f^2}=\frac{f'}{f}(h-\rho)>0,
\]

so the local fraction rises steadily with the core-to-valence ratio. Its values at \(x=0.1\), 1 and 10 are 0.483, 0.667 and 0.850.

### The fraction for the whole atom

Because \(f>0\), the nonadditive energy has the same sign everywhere, and

\[
F=\frac{\int n_v^{4/3}f\,\rho\,d^3r}{\int n_v^{4/3}f\,d^3r},
\qquad \frac13<F<1 .
\]

The bounds hold for any nonnegative densities that overlap and give finite integrals. They need no assumption about shell structure. At fixed densities they also do not depend on \(\alpha\): the general Slater coefficient multiplies \(\Delta E\) and \(L\) by the same factor \(3\alpha/2\). A self-consistent calculation with another \(\alpha\) would change the densities, and through them \(F\).

A second linear term, \(L_c=\int n_c(v_x[n_c+n_v]-v_x[n_c])\,d^3r\), results from exchanging core and valence. For a functional of degree \(4/3\), \(\int n\,v_x[n]\,d^3r=\frac43E_x[n]\). Adding the two terms gives

\[
L+L_c=\frac43E_x[n_c+n_v]-\frac43E_x[n_v]-\frac43E_x[n_c]=\frac43\Delta E .
\]

The two fractions therefore sum to \(4/3\), not to 1. They are slopes of a nonlinear energy, not shares into which it has been divided. When \(n_c=n_v\) everywhere they are equal, which gives \(2/3\) again.

### What is missed

The missed energy is

\[
\Delta E-L=-C\int n_v^{4/3}(f-g)\,d^3r .
\]

The difference \(f-g\) starts at zero and has the positive derivative \(f'(1-h)\). For large \(x\), expanding the powers of \(1+x\) gives

\[
f=\frac43x^{1/3}-1+O(x^{-2/3}),\qquad
g=\frac43x^{1/3}-\frac43+O(x^{-2/3}),
\]

so \(f-g\) rises towards \(1/3\). Hence

\[
0<L-\Delta E<\frac13\left|E_x[n_v]\right| .
\]

The reason for the limit is visible in the expansions. Deep in the core, both expressions contain the same attraction \(-\frac43Cn_c^{1/3}n_v\). The energy then subtracts the valence exchange energy once, whereas the linear term subtracts \(n_vv_x[n_v]\), which is \(4/3\) times as large. The leading missed fraction there is

\[
1-\rho\simeq\frac{1/3}{(4/3)x^{1/3}}=\frac{1}{4x^{1/3}} .
\]

It falls only as a cube root. At \(x=10\) this leading form gives 0.116, while the exact value is \(1-0.850=0.150\).

### The bare-core term

Locally, \(L_0\) has \(\frac43x^{1/3}\) in place of \(f\). To compare them, write

\[
(1+x)^{4/3}-x^{4/3}=\frac43\int_0^1(x+t)^{1/3}\,dt .
\]

For positive \(x\) and \(t\), \((x+t)^{1/3}<x^{1/3}+t^{1/3}\), as cubing both sides shows. Since \(\int_0^1t^{1/3}dt=3/4\),

\[
(1+x)^{4/3}-x^{4/3}<\frac43x^{1/3}+1,
\qquad\text{so}\qquad f(x)<\frac43x^{1/3}.
\]

Thus \(L_0/\Delta E>1\): this term overshoots for every pair of overlapping densities. As a ratio, the local overshoot is greatest outside the core. When \(n_v\gg n_c\), the ratio of the two local energies is \(n_c^{1/3}n_v/(n_v^{1/3}n_c)=(n_v/n_c)^{2/3}\), which grows without limit.

The first-order expansion approximates \(E_x[n_c+n_v]-E_x[n_c]\), which is \(\Delta E+E_x[n_v]\). The corresponding estimate of \(\Delta E\) alone is therefore \(L_0-E_x[n_v]\). This does not rescue it, as the numbers below show.

### Numbers for the atoms

For silicon the definition gives

\[
\Delta E=-502.496+472.695+21.850=-7.951\ \text{eV}.
\]

The linear term is \(L=-6.807\) eV, so

\[
F=\frac{6.807}{7.951}=0.856,\qquad \Delta E-L=-1.144\ \text{eV}.
\]

For iron with eight valence electrons,

\[
\Delta E=-1376.839+1207.027+95.283=-74.529\ \text{eV},
\]

\[
F=\frac{56.344}{74.529}=0.756,\qquad \Delta E-L=-18.185\ \text{eV}.
\]

For sodium, \(\Delta E=-1.034\) eV and \(L=-0.900\) eV, which gives \(F=0.870\). In hartree, the three nonadditive energies are \(-0.0380\), \(-0.292\) and \(-2.74\) for Na, Si and Fe.

The bare-core term gives \(L_0/\Delta E=1.84\), 2.01 and 2.03 in the same order. Subtracting the valence exchange energy from \(L_0\) gives \(-1.901+1.992=+0.09\) eV for sodium and \(-15.984+21.850=+5.87\) eV for silicon. Both have the wrong sign. For iron the result is \(-151.346+95.283=-56.1\) eV, which has the right sign but is 18.5 eV too weak. That is about as close as \(L\), which misses 18.2 eV, but the closeness does not survive a change of partition: with \(3s\) and \(3p\) in the valence the same estimate gives \(-180.080+314.773=+134.7\) eV, against \(\Delta E=-72.5\) eV. An expansion in \(n_v/n_c\) cannot be used across an atom whose outer region contains mostly valence charge.

The sodium and silicon values were checked with a separate Gaussian-basis calculation on a three-dimensional grid. The values of \(\Delta E\), \(L\) and \(L_0\) agree within the required 0.2 percent. The full values are in the numerical output.

### Removing the sodium valence electron

With the core frozen, the energy of the atom relative to its bare core is

\[
E_{\rm fr}=T_v+\int n_v\left(-\frac Zr+V_H[n_c]\right)d^3r
+E_H[n_v]+E_x[n_v]+\Delta E .
\]

Here \(T_v\) is the kinetic energy of the \(3s\) electron, \(V_H\) the Hartree potential and \(E_H\) the Hartree energy. The last two terms are \(E_x[n_c+n_v]-E_x[n_c]\), rewritten with the definition of \(\Delta E\).

Linear unscreening uses the ionic potential \(-Z/r+V_H[n_c]+W\). At the reference density, adding the valence Hartree and exchange potentials restores the original Kohn–Sham potential. The same \(3s\) orbital therefore solves the linear problem, and its energy is

\[
E_{\rm lin}=T_v+\int n_v\left(-\frac Zr+V_H[n_c]\right)d^3r
+E_H[n_v]+E_x[n_v]+L .
\]

After removal there is no valence density, and both energies are zero. The removal energies are \(-E_{\rm fr}\) and \(-E_{\rm lin}\), so

\[
I_{\rm fr}-I_{\rm lin}=E_{\rm lin}-E_{\rm fr}=L-\Delta E>0 .
\]

Linear unscreening makes the removal energy too small. The computed values are \(I_{\rm fr}=4.447\) eV and \(I_{\rm lin}=4.313\) eV. Their difference is 0.13 eV, or 3 percent of the frozen-core value. It agrees with \(L-\Delta E=0.135\) eV up to rounding. Relaxing the core lowers the removal energy to 4.434 eV, a change of 0.013 eV. Within this model, the linearisation error is thus about ten times the frozen-core error.

### When the missed energy cancels

The full missed energy enters here because the valence density disappears. For a small change the result is different. Let the valence density become \(n_v+\delta\), with the core and \(W\) fixed, and define the error of the linear energy as

\[
M[n_v+\delta]=\int(n_v+\delta)W\,d^3r-\Delta E[n_c,n_v+\delta].
\]

The functional derivative of \(\Delta E\) with respect to the valence density is \(W\) at the reference, so the first-order change of \(M\) vanishes. The second derivative of the local nonadditive energy is

\[
\frac{4C}{9}\left[n_v^{-2/3}-(n_c+n_v)^{-2/3}\right]>0 .
\]

Taking half of it, with the minus sign in \(M\), gives to second order

\[
M[n_v+\delta]-M[n_v]\simeq-\frac{2C}{9}\int
\left[n_v^{-2/3}-(n_c+n_v)^{-2/3}\right]\delta^2\,d^3r .
\]

This expansion requires \(|\delta|\ll n_v\) wherever the integrand matters; it is not valid at a node of \(n_v\) that the change fills. Where it holds, the constant \(L-\Delta E\) cancels from the energy difference and a second-order error remains. The 18 eV missed in iron is therefore not the error of a bond energy or of an excitation energy. Those errors depend on how far the valence density moves from the reference.

A nonlinear core correction avoids the linearisation by evaluating \(E_x[n_c+n_v]\) with the current valence density. With the full frozen core it retains the whole of \(\Delta E\). If a smooth partial core replaces \(n_c\), the value of \(\Delta E\) changes, although the inequalities still hold for the densities actually used.

## Comparison of the estimate and the solution

| Atom | Estimated \(\Delta E\) (eV) | Computed \(\Delta E\) (eV) | Computed \(F\) |
|---|---:|---:|---:|
| Na | −1.04 | −1.03 | 0.870 |
| Si | −11.4 | −7.95 | 0.856 |
| Fe | −49.5 | −74.5 | 0.756 |

The estimated fraction is 0.667 in every row. It lies within the exact bounds but is too low for all three atoms.

The close agreement of \(\Delta E\) for sodium does not confirm the model of equal densities. The ratio \(\Delta E/E_x[n_v]\) is an average of \(f\), weighted by the local valence exchange. Small values outside the core and large values inside it can average to \(f(1)\). The fraction exposes the difference: equal densities require 0.667, and the atom gives 0.870. The estimate of the missed energy is correspondingly poor. One third of 1.04 eV is 0.35 eV, against the computed 0.135 eV.

The radius where \(n_c=n_v\) shows where the energy comes from. It is 1.21 angstrom in Na, 0.64 angstrom in Si and 0.69 angstrom in Fe. The region inside, where the core density is larger, supplies 88, 87 and 94 percent of \(\Delta E\). There the local fraction exceeds \(2/3\), which is why the estimate of \(F\) is low.

Iron has the largest inner share but the smallest fraction. Being inside the crossing is therefore not enough; the size of the ratio matters too. Suppose that the whole inner share of iron came from points with \(n_c/n_v\ge10\). Since \(\rho\) increases with the ratio and is never below \(1/3\), the total would satisfy

\[
F>0.94\times0.850+0.06\times\frac13\approx0.82 .
\]

The computed 0.756 is lower. Part of the inner contribution must therefore come from ratios between 1 and 10, where core and valence densities are comparable and the linear term is less accurate.

The missed energy can also be compared with its upper limit of one third of the valence exchange. The ratios \((L-\Delta E)/|E_x[n_v]|\) are

\[
\frac{0.135}{1.992}=0.07,\qquad
\frac{1.144}{21.850}=0.05,\qquad
\frac{18.185}{95.283}=0.19
\]

for Na, Si and Fe. Each is an average of \(f-g\), which increases with \(n_c/n_v\). By this measure, more of iron's valence exchange lies under the core density than in the other two atoms.

Moving \(3s\) and \(3p\) of iron into the valence changes this partition. The valence then has 16 electrons, and the crossing moves in to 0.23 angstrom. The nonadditive energy hardly changes, from \(-74.5\) to \(-72.5\) eV, while \(F\) rises from 0.756 to 0.796 and the missed energy falls from 18.2 to 14.8 eV. The equal-density estimate would be \(0.520\times(-314.773)=-164\) eV, more than twice the computed magnitude. A larger valence space therefore does not by itself make the nonadditive energy small. These totals do not settle which partition gives better energy differences, because that depends on the change of \(M\) between two valence densities.

## Values computed for the example and the checks

```
local fraction at c/v = 0.1: 0.4831
local fraction at c/v = 1: 0.6667
local fraction at c/v = 10: 0.8502
Na total energy: -4370.92 eV
Si total energy: -7813.62 eV
Fe total energy: -34256.04 eV
--- Na: 1.000 valence electrons
Ex total, core, valence: -345.080, -342.053, -1.992 eV
nonadditive dE: -1.034 eV = -0.03801 hartree
linear unscreening L: -0.900 eV
missed, dE - L: -0.135 eV
fraction L/dE: 0.8700
core-linear fraction: 0.4634
bare-core Taylor L0: -1.901 eV, L0/dE: 1.8374
outermost c = v radius: 1.212 angstrom (crossings: 1)
share of dE inside that radius: 0.883
--- Si: 4.000 valence electrons
Ex total, core, valence: -502.496, -472.695, -21.850 eV
nonadditive dE: -7.951 eV = -0.29220 hartree
linear unscreening L: -6.807 eV
missed, dE - L: -1.144 eV
fraction L/dE: 0.8561
core-linear fraction: 0.4772
bare-core Taylor L0: -15.984 eV, L0/dE: 2.0102
outermost c = v radius: 0.644 angstrom (crossings: 1)
share of dE inside that radius: 0.873
--- Fe: 8.000 valence electrons
Ex total, core, valence: -1376.839, -1207.027, -95.283 eV
nonadditive dE: -74.529 eV = -2.73889 hartree
linear unscreening L: -56.344 eV
missed, dE - L: -18.185 eV
fraction L/dE: 0.7560
core-linear fraction: 0.5773
bare-core Taylor L0: -151.346 eV, L0/dE: 2.0307
outermost c = v radius: 0.690 angstrom (crossings: 1)
share of dE inside that radius: 0.941
--- Fe, 3s3p in valence: 16.000 valence electrons
Ex total, core, valence: -1376.839, -989.560, -314.773 eV
nonadditive dE: -72.506 eV = -2.66456 hartree
linear unscreening L: -57.710 eV
missed, dE - L: -14.796 eV
fraction L/dE: 0.7959
core-linear fraction: 0.5374
bare-core Taylor L0: -180.080 eV, L0/dE: 2.4837
outermost c = v radius: 0.226 angstrom (crossings: 1)
share of dE inside that radius: 0.829
--- checks and sodium removal energy
Na Gaussian-basis dE: -1.035 eV, L/dE: 0.8699
Si Gaussian-basis dE: -7.951 eV, L/dE: 0.8561
Na removal, relaxed core: 4.434 eV
Na removal, frozen core: 4.447 eV
Na removal, linear unscreening: 4.313 eV
Na error L - dE: 0.135 eV
```
